# Why static GW-BSE cannot invert the singlet-triplet gap

Rydberg atomic units are used, so \(e^2=2\) and energies are in Ry. The reference is a closed-shell, spin-restricted determinant of real orbitals \(\phi_p\), with \(i,j\) occupied and \(a,b\) empty, at one fixed geometry and without spin-orbit coupling. The integrals are \((pq|rs)=e^2\iint\phi_p\phi_q(\mathbf r)\,\phi_r\phi_s(\mathbf r')/|\mathbf r-\mathbf r'|\). The gap is \(\Delta E_{ST}=E(S_1)-E(T_1)\), with \(S_1\) the lowest excited singlet and \(T_1\) the lowest triplet, and it is inverted when negative. The static Bethe-Salpeter equation (BSE) in the Tamm-Dancoff approximation (TDA) is the eigenvalue problem, over electron-hole pairs of spin orbitals, of

\[ A_{i\sigma a\sigma',\,j\tau b\tau'}=(\varepsilon_a-\varepsilon_i)\,\delta_{ij}\delta_{ab}\delta_{\sigma\tau}\delta_{\sigma'\tau'}+\delta_{\sigma\sigma'}\delta_{\tau\tau'}(ia|jb)-\delta_{\sigma\tau}\delta_{\sigma'\tau'}W_{ij,ab}. \]

The \(\varepsilon_p\) are GW quasiparticle energies and \(W\) is the screened interaction at zero frequency. On a closed shell neither depends on spin, and for real orbitals \(W_{ij,ab}=W_{ji,ba}\), so \(A\) is real and symmetric.

## The belief

The belief is that this matrix, with good quasiparticle energies and good screening, can place \(S_1\) below \(T_1\) when the frontier orbitals \(H\) and \(L\) are disjoint, meaning that they lie on different atoms. It has reasons behind it. For disjoint orbitals the exchange splitting \(2(HL|HL)\) is small, so a small correlation correction could overturn it. Inversion is a correlation effect, and GW-BSE contains correlation twice, in \(\varepsilon_p\) and in \(W\). The singlet and triplet eigenvectors also differ, so the two states sample \(W\) differently. The belief fails because this correlation enters the singlet and triplet matrices identically.

## The ordering theorem

Let \(K_{ia,jb}=(ia|jb)\) and \(A^0_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}-W_{ij,ab}\). For the pairs \(\uparrow\uparrow\) and \(\downarrow\downarrow\) the \(K\) term is present in all four spin blocks and \(A^0\) in the two diagonal ones, which gives \(\begin{pmatrix}A^0+K&K\\K&A^0+K\end{pmatrix}\). The singlet vector \((x,x)/\sqrt2\) sees \(A^0+2K\) and the triplet vector \((x,-x)/\sqrt2\) sees \(A^0\). The spin-flip pairs, \(\sigma\neq\sigma'\), have no \(K\) term and supply the other two triplet components. Hence

\[ A^T=A^0,\qquad A^S=A^T+2K. \]

For a real vector \(x\), form the transition density \(\rho_x=\sum_{ia}x_{ia}\phi_i\phi_a\) with Fourier transform \(\tilde\rho_x\). Inserting \(1/r=\int d^3k\,(2\pi)^{-3}\,4\pi k^{-2}e^{i\mathbf k\cdot\mathbf r}\) turns the double integral into

\[ x\cdot Kx=e^2\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde\rho_x(\mathbf k)|^2\ \ge 0 , \]

so \(K\) is positive semidefinite. The \(n\)-th eigenvalue of a symmetric matrix is the minimum, over \(n\)-dimensional subspaces, of the largest value of \(x\cdot Ax\) on unit vectors of the subspace. Since \(x\cdot A^Sx\ge x\cdot A^Tx\) for every \(x\), the maximum in each subspace obeys the same inequality, and so does the minimum over subspaces: \(S_n\ge T_n\) for every \(n\).

The different eigenvectors do not help. Let \(x_S,x_T\) be the lowest unit eigenvectors. Using \(x_T\) as a trial vector for the singlet gives \(S_1\le T_1+2x_T\cdot Kx_T\), and using \(x_S\) for the triplet gives \(T_1\le S_1-2x_S\cdot Kx_S\). Together,

\[ 0\le 2\,x_S\cdot Kx_S\le\Delta E_{ST}\le 2\,x_T\cdot Kx_T . \]

If \(T_1\) is the \(H\to L\) pair, disjoint orbitals shrink the upper bound and can bring the gap close to zero. If \(T_1\) is instead a local excitation below a charge-transfer singlet, the gap can stay large although \(H\) and \(L\) are disjoint. In neither case can the gap pass through zero. Of \(\varepsilon_p\) and \(W\) the proof uses only that they make \(A^T\) real and symmetric and that singlet and triplet share them, so better GW energies or better static screening leave the ordering as it is.

Without the TDA, the equations are \(AX+BY=\omega X\) and \(-BX-AY=\omega Y\), with \(B^T_{ia,jb}=-W_{ib,ja}\) and, by the same spin sum, \(B^S=B^T+2K\). Subtracting and adding them gives \((A+B)(X+Y)=\omega(X-Y)\) and \((A-B)(X-Y)=\omega(X+Y)\), so \((A-B)(A+B)(X+Y)=\omega^2(X+Y)\). In \(A-B\) the \(2K\) terms cancel, while \((A+B)^S=(A+B)^T+4K\). If \(A-B\) is positive definite, set \(M=(A-B)^{1/2}\) and \(X+Y=MZ\); then \(M(A+B)MZ=\omega^2Z\). The singlet and triplet matrices differ by \(4MKM\), which is positive semidefinite because \(z\cdot MKMz=(Mz)\cdot K(Mz)\). The same ordering holds for \(\omega^2\), and for \(\omega\) where it is real. The argument does not cover frequency-dependent or spin-dependent kernels, unrestricted references, separate orbitals or geometries for the two states, or an indefinite \(A-B\).

## Four orbitals, four electrons

Take a core orbital \(i\), the frontier pair \(H,L\) and a virtual orbital \(a\), with reference \(i^2H^2\). Assume two reflections, one changing the sign of \(H\) alone and the other of \(L\) alone. A state odd under both has one electron in \(H\) and one in \(L\); the other two form \(i^2\), \(ia\) or \(a^2\). Relative to \(i^2H^2\), the configuration \(i^2HL\) is a single excitation, \(iHLa\) a double and \(a^2HL\) a triple. The BSE in this symmetry has one pair, \(H\to L\), and its TDA gap is \(2K_{HL}\), where \(K_{pq}=(pq|pq)\).

The Hamiltonian is \(\hat H=\sum h_{pq}E_{pq}+\tfrac12\sum(pq|rs)\,c^\dagger_{p\sigma}c^\dagger_{r\tau}c_{s\tau}c_{q\sigma}\). Define \(E_{pq}=\sum_\sigma c^\dagger_{p\sigma}c_{q\sigma}\), \(\mathbf S_{pq}=\tfrac12\sum c^\dagger_{p\alpha}\boldsymbol\sigma_{\alpha\beta}c_{q\beta}\) and \(\mathbf s_x=\mathbf S_{xx}\). The Pauli identity \(\boldsymbol\sigma_{\alpha\beta}\cdot\boldsymbol\sigma_{\gamma\delta}=2\delta_{\alpha\delta}\delta_{\beta\gamma}-\delta_{\alpha\beta}\delta_{\gamma\delta}\) gives, for \(x\) different from \(p\) and \(q\),

\[ \sum_{\sigma\tau}c^\dagger_{p\sigma}c_{q\tau}\,c^\dagger_{x\tau}c_{x\sigma}=\tfrac12E_{pq}E_{xx}+2\,\mathbf S_{pq}\cdot\mathbf s_x . \]

The exchange term of \(\hat H\) is \((px|xq)\,c^\dagger_{p\sigma}c^\dagger_{x\tau}c_{q\tau}c_{x\sigma}\), where the two equal orderings of the indices have cancelled the factor \(\tfrac12\). Moving \(c_{q\tau}\) past \(c^\dagger_{x\tau}\) costs a sign, so the term equals \(-(px|xq)\left(\tfrac12E_{pq}E_{xx}+2\mathbf S_{pq}\cdot\mathbf s_x\right)\). For \(p=q\) and two singly occupied orbitals this is the Dirac exchange operator \(-K_{px}(\tfrac12+2\mathbf s_p\cdot\mathbf s_x)\). With \(\mathbf s_H\cdot\mathbf s_L=-\tfrac34\) or \(+\tfrac14\) it yields \(+K_{HL}\) for the singlet and \(-K_{HL}\) for the triplet of \(i^2HL\), in agreement with the BSE splitting.

Let \(|{\rm ref}\rangle\) be either spin state of \(i^2HL\). The terms of \(\hat H\) that lead to \(iHLa\) move one electron from \(i\) to \(a\): the one-body term, the Coulomb term with each spectator, and the exchange term with \(x=H,L\). The spectator left in \(i\) has the opposite spin and contributes \((ai|ii)\) with no exchange. With \(K^x=(ix|xa)\), the component of \(\hat H|{\rm ref}\rangle\) in \(iHLa\) is

\[ \left[fE_{ai}-2\mathbf V\cdot\mathbf S_{ai}\right]|{\rm ref}\rangle,\qquad \mathbf V=K^H\mathbf s_H+K^L\mathbf s_L , \]

\[ f=h_{ai}+(ai|ii)+\sum_{x=H,L}\left[(ai|xx)-\tfrac12K^x\right]. \]

On \(|i^2\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle\), the operator \(E_{ai}\) gives \((c^\dagger_{a\uparrow}c^\dagger_{i\downarrow}+c^\dagger_{i\uparrow}c^\dagger_{a\downarrow})|0\rangle\), a singlet pair of squared norm 2. This is charge polarization, with coupling \(\sqrt2f\) for both spins. \(S^z_{ai}\) gives half the difference of the same two determinants, a triplet pair of squared norm \(\tfrac12\). This is spin polarization: the core's up and down electrons respond oppositely to the exchange field \(\mathbf V\). Because \(|i^2\rangle\) is invariant under spin rotation, \(\langle i^2|S^{k\dagger}_{ai}S^l_{ai}|i^2\rangle=\tfrac12\delta_{kl}\), and the squared spin coupling is \(4\cdot\tfrac12\langle\mathbf V^2\rangle=2\langle\mathbf V^2\rangle\).

Write \(K_\pm=K^H\pm K^L\), \(\mathbf S=\mathbf s_H+\mathbf s_L\), \(\mathbf D=\mathbf s_H-\mathbf s_L\), so that \(\mathbf V=\tfrac12K_+\mathbf S+\tfrac12K_-\mathbf D\). Then \(\mathbf S\cdot\mathbf D=\mathbf s_H^2-\mathbf s_L^2=0\) and \(\mathbf D^2=2\mathbf s_H^2+2\mathbf s_L^2-\mathbf S^2=3-\mathbf S^2\). With \(\mathbf S^2=0\) or \(2\),

\[ 2\langle\mathbf V^2\rangle_S=\tfrac32K_-^2,\qquad 2\langle\mathbf V^2\rangle_T=\tfrac12K_-^2+K_+^2 . \]

\(\mathbf D\) is odd under interchange of the two spins and turns the \(HL\) singlet into a triplet and the reverse, while \(\mathbf S\) preserves the pair spin. The singlet therefore couples to \({}^3(ia)\,{}^3(HL)\) with total spin zero. The triplet couples to \({}^3(ia)\,{}^1(HL)\) through \(K_-\) and to \({}^3(ia)\,{}^3(HL)\) through \(K_+\).

In second order in the two-electron integrals, all \(iHLa\) states lie \(\Delta=\varepsilon_a-\varepsilon_i\) above the reference. The charge coupling is common to both spins, and so is the coupling \((ia|ia)\) to \(a^2HL\), which acts on the \(i^2\) pair alone. These cancel, as does the ground-state energy. Using \(K_+^2-K_-^2=4K^HK^L\),

\[ \Delta E_{ST}=2K_{HL}-\frac{\tfrac32K_-^2-\tfrac12K_-^2-K_+^2}{\Delta}=2K_{HL}+\frac{4K^HK^L}{\Delta}. \]

At this order inversion requires \(K^HK^L<-K_{HL}\Delta/2\). The two integrals must have opposite signs, and the first-order \(K_{HL}\) must be as small as a second-order term. For equal signs, the second-order term widens the normal gap.

Within this symmetry sector the need for the triplet-coupled doubles holds beyond perturbation theory. Keep the three configurations in which the two remaining electrons form a singlet, \(i^2\), \({}^1(ia)\) and \(a^2\). The terms of \(\hat H\) in the sector that act on the spins of \(H\) and \(L\) are the \(HL\) exchange and \(\mathbf S_{pq}\cdot\mathbf s_x\) with \(p,q\in\{i,a\}\), \(x\in\{H,L\}\). A spin vector \(\mathbf S_{pq}\) has no matrix element between two singlets of the pair, so the singlet and triplet \(3\times3\) matrices are one matrix shifted by \(\pm K_{HL}\), and the gap is exactly \(2K_{HL}\). Any departure from \(2K_{HL}\) needs the \({}^3(ia)\) doubles. With more orbitals, other doubles can also shift the gap, so this necessity is a statement about the model.

At finite interaction the denominators matter. Let \(g_{px}=(pp|xx)-\tfrac12K_{px}\). In the reference the core contributes \(2h_{ii}+(ii|ii)+2\sum_xg_{ix}\), its spin terms cancelling within the closed pair. A \({}^3(ia)\) pair contributes \(h_{ii}+h_{aa}+(ii|aa)-K_{ia}+\sum_x(g_{ix}+g_{ax})\) plus the cross terms \(-2K_{px}\langle\mathbf s_p\cdot\mathbf s_x\rangle\). Without the cross terms the difference is

\[ \Delta_3=h_{aa}-h_{ii}+(ii|aa)-K_{ia}-(ii|ii)+\sum_x(g_{ax}-g_{ix}). \]

In \({}^3(ia)\,{}^1(HL)\), \(\langle\mathbf s_x\rangle=0\) removes the cross terms and the \(HL\) exchange goes from \(-K_{HL}\) to \(+K_{HL}\). In \({}^3(ia)\,{}^3(HL)\) with spin zero, each electron carries half of its pair spin \(\mathbf S_1\) or \(\mathbf S_2\), and \(\mathbf S_1\cdot\mathbf S_2=\tfrac12(0-2-2)=-2\). Thus \(\langle\mathbf s_p\cdot\mathbf s_x\rangle=-\tfrac12\), each cross term is \(+K_{px}\), and the \(HL\) exchange drops by \(2K_{HL}\):

\[ \Delta_T=\Delta_3+2K_{HL},\qquad \Delta_S=\Delta_3-2K_{HL}+K_{iH}+K_{iL}+K_{aH}+K_{aL}. \]

For \(K_+=0\) the estimate becomes \(\Delta E_{ST}\approx2K_{HL}-K_-^2\left[3/(2\Delta_S)-1/(2\Delta_T)\right]\). The bracket is positive when \(\Delta_S<3\Delta_T\).

## A ring with disjoint frontier orbitals

Four sites form a ring with hopping \(-t\) and site energies \(-\delta\) on sites 1, 3 and \(+\delta\) on sites 2, 4. The interaction has an on-site repulsion \(U\) and a bond exchange \(J\). For orbitals with site coefficients \(C_{mp}\),

\[ (pq|rs)=U\sum_mC_{mp}C_{mq}C_{mr}C_{ms}+J\sum_{\langle mn\rangle}b_{pq}b_{rs},\qquad b_{pq}=C_{mp}C_{nq}+C_{np}C_{mq}. \]

For \(U,J\ge0\), \(x\cdot Kx\) is a sum of squares and the theorem applies. With \(|A\rangle=(|1\rangle+|3\rangle)/\sqrt2\) and \(|B\rangle=(|2\rangle+|4\rangle)/\sqrt2\), the reflections fix \(H=(|1\rangle-|3\rangle)/\sqrt2\), \(L=(|2\rangle-|4\rangle)/\sqrt2\), \(i=cA+sB\), \(a=-sA+cB\), where \(c=\cos\theta\), \(s=\sin\theta\).

\(H\) and \(L\) share no site, so \(K_{HL}=4J(\tfrac12)^2=J\) and \((HH|LL)=0\). In \(K^H\), sites 1 and 3 each give \(U(c/\sqrt2)(\tfrac12)(-s/\sqrt2)\), and each of four bonds gives \(J(\pm s/2)(\pm c/2)\) with equal signs. In \(K^L\), sites 2 and 4 each give \(U(s/\sqrt2)(\tfrac12)(c/\sqrt2)\), and each bond \(-Jsc/4\). Therefore

\[ K^H=-K^L=-sc\left(\tfrac12U-J\right),\qquad K_+=0 . \]

The on-site parts have opposite signs because \(i\) and \(a\) are orthogonal: for \(sc>0\) the density \(ia\) is negative on the sites of \(H\) and positive on those of \(L\). The bond parts, \(+Jsc\) in \(K^H\) and \(-Jsc\) in \(K^L\), work against them and are the smaller ones when \(J<U/2\). Likewise \(K_{iH}=Uc^2/2+Js^2\) and \(K_{aH}=Us^2/2+Jc^2\) add to \(U/2+J\), as do \(K_{iL}\) and \(K_{aL}\), so the cross sum is \(U+2J\). If large \(\delta\) drives \(sc\to0\), spin polarization vanishes and the gap returns to \(2J\).

Take the round values \(t=0.2\), \(\delta=0.25\), \(U=0.4\), \(J=0.004\) Ry. Restricted Hartree-Fock iteration gives \(c=0.8025\), \(s=0.5966\) and energies \(-0.2157\), \(0.0774\), \(0.3146\), \(0.6077\) Ry for \(i,H,L,a\), so \(\Delta=0.8234\) Ry.

The screening is taken in the random-phase approximation, which is the singlet problem above with Hartree-Fock energies and no \(W\) term. Each of the four single excitations has its own symmetry, so for a pair with energy difference \(d\) and exchange \(K\), \(A-B=d\) and \(A+B=d+4K\) are numbers and \(\Omega^2=d(d+4K)\). The normalization \((X+Y)(X-Y)=1\) with \(d(X-Y)=\Omega(X+Y)\) gives \((X+Y)^2=d/\Omega\). With \(w^m_{pq}=(pq|m)(X+Y)_m\) for pair \(m\),

\[ W_{pq,rs}=(pq|rs)-4\sum_m\frac{w^m_{pq}w^m_{rs}}{\Omega_m},\qquad \Sigma_p(\omega)=2\sum_{mq}\frac{(w^m_{pq})^2}{\omega-\varepsilon_q\pm\Omega_m}, \]

with the upper sign for occupied \(q\). One factor 2 in each is the spin sum, and the second in \(W\) counts the resonant and antiresonant poles. The modes lie at \(0.2451\), \(0.6616\) (twice) and \(0.9905\) Ry, the last being \(i\to a\). Solving \(\omega=\varepsilon_p+\Sigma_p(\omega)\) by Newton's method puts \(H\) and \(L\) at \(0.0994\) and \(0.2926\) Ry, with a G0W0 gap of \(0.19325\) Ry. By symmetry \(W_{HH,LL}\) receives the \(i\to a\) mode alone, with \((HH|ia)=-(LL|ia)=-Usc/2\), so \(W_{HH,LL}=4(Usc/2)^2\Delta/\Omega^2=0.03078\) Ry. The lowest BSE-TDA roots are the \(H\to L\) pair:

\[ T_1=0.19325-0.03078=0.16247,\qquad S_1=T_1+2J=0.17047\ \text{Ry}. \]

The gap is \(+0.0080\) Ry, or \(+0.11\) eV. Singles configuration interaction (Hartree-Fock energies, bare kernel) gives \(0.2372\) and \(0.2452\) Ry, so GW and screening lowered both levels by the same \(0.075\) Ry. The full BSE gives \(0.16242\) and \(0.17041\) Ry, a gap of \(0.00799\) Ry.

Spin polarization starts from \(K^H=-0.8025\times0.5966\times0.196=-0.0938\) Ry and \(K_-=-0.1877\) Ry. The common-denominator term is \(-4(0.0938)^2/0.8234=-0.043\) Ry, for a gap of \(0.008-0.043=-0.035\) Ry. For the diagonal denominators, \(\Delta_3=0.7942\), \(\Delta_S=0.7942-0.008+0.408=1.1942\) and \(\Delta_T=0.8022\) Ry. The couplings are \(\sqrt{3/2}\,|K_-|=0.2299\) and \(|K_-|/\sqrt2=0.1327\) Ry, so the singlet drops by \(0.2299^2/1.1942=0.0443\) Ry and the triplet by \(0.1327^2/0.8022=0.0220\) Ry. The gap is \(0.0080-0.0443+0.0220=-0.0143\) Ry. Diagonalizing each \(2\times2\) problem, whose lowering for coupling \(v\) is \(\sqrt{\Delta_{S,T}^2/4+v^2}-\Delta_{S,T}/2\), gives \(-0.0133\) Ry. The remaining entries come from dense diagonalization of \(\hat H\) in the stated space.

| Level | \(\Delta E_{ST}\) (Ry) |
|---|---|
| BSE-TDA | +0.0080 |
| CI with singlet \(i,a\) pairs | +0.0080 |
| Second order, common \(\Delta\) | −0.035 |
| Diagonal denominators | −0.0143 |
| Two-state CI | −0.0133 |
| \(i^2HL\) and all \(iHLa\) | −0.0108 |
| Full CI, 70 determinants | −0.0131 |

Full CI places \(S_1\) at \(0.1957\) Ry and \(T_1\) at \(0.2088\) Ry, both in the sector treated above, and the gap is \(-0.0131\) Ry, or \(-0.18\) eV. The BSE has the opposite sign. The Hartree-Fock determinant has weight \(0.99\) in the ground state, so a poor reference is not the cause. The single \(H\to L\) has weight \(0.954\) in \(S_1\) and \(0.961\) in \(T_1\), and the spin-polarization double has \(0.033\) and \(0.024\). A few per cent of a double excitation decides the order because it lowers the singlet by about \(0.02\) Ry more than the triplet, and this difference exceeds \(2J\).

The common-denominator formula has the right sign but about 2.6 times the full-CI magnitude. Most of the excess is removed by the diagonal denominators, chiefly the cross sum \(U+2J=0.408\) Ry in \(\Delta_S\), which is a third-order effect; that estimate is 9% larger in magnitude than the full-CI gap. When \(U\) is scaled by \(\lambda\) and \(J\) by \(\lambda^2\), the error of the second-order formula against full CI in the sector falls by a factor \(7.98\) from \(\lambda=0.05\) to \(0.025\), near the \(8\) of a cubic remainder.

The ladder is not monotonic. Adding the other doubles to the two-state CI raises the gap by \(0.0025\) Ry and adding the triple lowers it by \(0.0023\) Ry, so the closeness of the two-state value to full CI rests partly on a cancellation. The singlet-pair configurations leave the gap at \(2J\) on their own but shift it once mixed with the spin-polarization states.

Root finding on the full-CI sector gap as a function of \(J\), at the same \(t,\delta,U\), gives a sign change at \(J=0.010\) Ry, whereas the BSE-TDA splitting of the \(H\to L\) pair is \(+2J\) as long as \(i^2H^2\) is the reference. Full CI solves the four-site Hamiltonian and nothing more: it has no \(\sigma\) framework, no long-range Coulomb interaction and no change of geometry, so \(-0.18\) eV is not a prediction for a molecule.

All numerical values are calculated from the stated model.
